# Elastic interaction of two misfitting spheres: comment on a repulsion argument: test program

```python
"""
Result under test: two dilatational misfit spheres in an infinite isotropic
medium have zero elastic interaction.  An R^-3 coupling appears when the
medium or a defect dipole is anisotropic.  Periodic cells add an energy
proportional to 1/V that does not depend on the separation.

Symbols: K, MU bulk and shear modulus; M = K + 4 MU/3; RADIUS, MISFIT sphere
radius and linear misfit strain; P = 3 K MISFIT * volume, the elastic dipole;
Q uniaxial part of a dipole; H = C11 - C12 - 2 C44 cubic anisotropy;
R separation; L edge of a periodic cubic cell.  Units: eV and Angstrom.
"""
from functools import lru_cache
import numpy as np
from scipy import constants

K, MU = 1.0, 0.6
M = K + 4 * MU / 3
RADIUS, MISFIT = 1.5, 0.10
VOLUME = 4 * np.pi * RADIUS**3 / 3
P = 3 * K * MISFIT * VOLUME
A = P / (4 * np.pi * M)
Q = 2.0
H = -0.5
R, L = 10.0, 20.0
SPACING, WIDTH = 0.625, 1.0      # periodic grid spacing, Gaussian defect width
I3 = np.eye(3)
AXES = {"[100]": np.array([1.0, 0, 0]),
        "[110]": np.array([1.0, 1, 0]) / np.sqrt(2),
        "[111]": np.array([1.0, 1, 1]) / np.sqrt(3)}


def cubic_constants(h):
    """C11, C12, C44 with anisotropy h at fixed K and fixed average MU."""
    c44 = MU - h / 5
    difference = 2 * c44 + h
    return K + 2 * difference / 3, K - difference / 3, c44


def stiffness(c11, c12, c44):
    c = (c12 * np.einsum('ij,kl->ijkl', I3, I3)
         + c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                  + np.einsum('il,jk->ijkl', I3, I3)))
    for m in range(3):
        c[m, m, m, m] = c11
    return c


def acoustic(k, c):
    return np.einsum('ijkl,...j,...l->...ik', c, k, k)


def perpendicular(n):
    helper = I3[np.argmin(np.abs(n), axis=-1)]
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1, axis=-1, keepdims=True)
    return e1, np.cross(n, e1)


def green_kelvin(r):
    """Closed-form Green tensor of the isotropic medium."""
    nu = (3 * K - 2 * MU) / (2 * (3 * K + MU))
    d = np.linalg.norm(r, axis=-1)[..., None, None]
    n = r / d[..., 0]
    nn = n[..., :, None] * n[..., None, :]
    return ((3 - 4 * nu) * I3 + nn) / (16 * np.pi * MU * (1 - nu) * d)


def green_ring(c, points=32):
    """Green tensor of any medium: integral over the circle normal to r."""
    angle = np.pi * np.arange(points) / points

    def green(r):
        d = np.linalg.norm(r, axis=-1)
        e1, e2 = perpendicular(r / d[:, None])
        z = (np.cos(angle)[None, :, None] * e1[:, None, :]
             + np.sin(angle)[None, :, None] * e2[:, None, :])
        mean = np.linalg.inv(acoustic(z, c)).mean(axis=1)
        return mean / (4 * np.pi * d[:, None, None])
    return green


def sphere_rule(order):
    x, w = np.polynomial.legendre.leggauss(order)
    phi = np.pi * (np.arange(2 * order) + 0.5) / order
    s = np.sqrt(1 - x**2)
    n = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                  np.outer(x, np.ones_like(phi))], axis=-1).reshape(-1, 3)
    return n, np.repeat(w * np.pi / order, 2 * order)


def pair_energy(separation, dipole_a, dipole_b, green, order=6):
    """Interaction of two finite spheres from their surface forces."""
    n, w = sphere_rule(order)
    force_a = RADIUS**2 * w[:, None] * (n @ dipole_a) / VOLUME
    force_b = RADIUS**2 * w[:, None] * (n @ dipole_b) / VOLUME
    delta = separation + RADIUS * (n[None, :, :] - n[:, None, :])
    g = green(delta.reshape(-1, 3)).reshape(len(n), len(n), 3, 3)
    return -np.einsum('ai,abij,bj->', force_a, g, force_b, optimize=True)


def dipole_coefficient(n, c):
    """R^3 times the point-dipole energy, from the reciprocal-space form."""
    e1, e2 = perpendicular(n)
    step = 0.01
    s = step * np.arange(-2, 3)[:, None, None]
    phi = (2 * np.pi * np.arange(64) / 64)[None, :, None]
    k = np.sqrt(1 - s**2) * (np.cos(phi) * e1 + np.sin(phi) * e2) + s * n
    g = np.einsum('...i,...ij,...j->...', k, np.linalg.inv(acoustic(k, c)), k)
    f = 2 * np.pi * g.mean(axis=1)
    second = np.dot([-1, 16, -30, 16, -1], f) / (12 * step**2)
    return P**2 * second / (8 * np.pi**2)


def first_order_coefficient(n, h):
    return 15 * P**2 * h * (np.sum(n**4) - 0.6) / (8 * np.pi * M**2)


ISO = stiffness(*cubic_constants(0.0))
CUBIC = stiffness(*cubic_constants(H))
ISOTROPIC_DIPOLE = P * I3
Z = np.array([0.0, 0.0, 1.0])

# Green tensor and the vanishing isotropic interaction
sample = np.array([[1.0, 2.0, -0.7], [3.0, -0.2, 0.4]])
assert np.allclose(green_ring(ISO)(sample), green_kelvin(sample), rtol=1e-9)
close_R = 4.0
iso_far = pair_energy(R * Z, ISOTROPIC_DIPOLE, ISOTROPIC_DIPOLE,
                      green_kelvin, 10)
iso_close = pair_energy(close_R * Z, ISOTROPIC_DIPOLE, ISOTROPIC_DIPOLE,
                        green_kelvin, 20)
scale_far, scale_close = P * A / R**3, P * A / close_R**3
assert abs(iso_far) < 1e-7 * scale_far
assert abs(iso_close) < 1e-5 * scale_close

# Uniaxial partner in the isotropic medium
uniaxial = ISOTROPIC_DIPOLE + Q * (np.outer(Z, Z) - I3 / 3)
uni = {}
for degrees in (0, 35, 90):
    t = np.radians(degrees)
    n = np.array([np.sin(t), 0, np.cos(t)])
    uni[degrees] = pair_energy(R * n, ISOTROPIC_DIPOLE, uniaxial,
                               green_kelvin, 10)
    law = A * Q * (3 * np.cos(t)**2 - 1) / R**3
    assert abs(uni[degrees] - law) < 1e-6 * A * Q / R**3

# Isotropic defects in a cubic medium
ring = green_ring(CUBIC)
cubic_sphere, cubic_dipole, cubic_first = {}, {}, {}
for name, n in AXES.items():
    coefficient = dipole_coefficient(n, CUBIC)
    cubic_sphere[name] = pair_energy(R * n, ISOTROPIC_DIPOLE,
                                     ISOTROPIC_DIPOLE, ring)
    cubic_dipole[name] = coefficient / R**3
    cubic_first[name] = first_order_coefficient(n, H) / R**3
    far = pair_energy(60 * n, ISOTROPIC_DIPOLE, ISOTROPIC_DIPOLE, ring)
    largest = abs(dipole_coefficient(AXES["[100]"], CUBIC))
    # finite spheres differ from points by terms of order (RADIUS/R)^2
    assert abs(far * 60**3 - coefficient) < 0.01 * largest
    weak = dipole_coefficient(n, stiffness(*cubic_constants(-0.01)))
    assert abs(weak / first_order_coefficient(n, -0.01) - 1) < 0.05
assert cubic_sphere["[100]"] < 0 < cubic_sphere["[111]"]
directions, weights = sphere_rule(12)
average = sum(w * dipole_coefficient(n, CUBIC)
              for n, w in zip(directions, weights)) / (4 * np.pi)
assert abs(average) < 1e-4 * largest

# Isotropic dipole with cubic higher moments: six outward point forces
arm = RADIUS
sites = arm * np.vstack([I3, -I3])
forces = P / (2 * arm) * np.vstack([I3, -I3])


def cluster_energy(separation):
    delta = separation + sites[None, :, :] - sites[:, None, :]
    return -np.einsum('ai,abij,bj->', forces, green_kelvin(delta), forces)


def cluster_law(n, distance):
    return (35 * P**2 * arm**2 * (np.sum(n**4) - 0.6)
            / (4 * np.pi * M * distance**5))


for n in AXES.values():
    reference = abs(cluster_law(AXES["[100]"], 80.0))
    assert abs(cluster_energy(80 * n) - cluster_law(n, 80.0)) < 0.03 * reference

# Strain of sphere 1 inside sphere 2, and the effect of a stiffer sphere 2
normals, surface_weights = sphere_rule(8)
surface_force = 3 * K * MISFIT * RADIUS**2 * surface_weights[:, None] * normals


def displacement(x):
    g = green_kelvin(x[:, None, :] - RADIUS * normals[None, :, :])
    return np.einsum('xaij,aj->xi', g, surface_force)


nodes, node_weights = np.polynomial.legendre.leggauss(6)
radii = RADIUS * (nodes + 1) / 2
n6, w6 = sphere_rule(6)
inside = (R * Z + radii[:, None, None] * n6[None]).reshape(-1, 3)
inside_weights = np.outer(node_weights * RADIUS / 2 * radii**2, w6).ravel()
tiny = 1e-3
gradient = np.stack([(displacement(inside + tiny * e)
                      - displacement(inside - tiny * e)) / (2 * tiny)
                     for e in I3], axis=-1)
strain_1 = (gradient + gradient.swapaxes(1, 2)) / 2
distance = np.linalg.norm(inside, axis=1)[:, None, None]
unit = inside / distance[:, :, 0]
strain_law = A * (I3 - 3 * unit[:, :, None] * unit[:, None, :]) / distance**3
assert np.max(np.abs(strain_1 - strain_law)) < 1e-5 * A / R**3
assert np.max(np.abs(np.trace(strain_1, axis1=1, axis2=2))) < 1e-5 * A / R**3
DMU = 0.1
stiff = DMU * np.sum(inside_weights * np.sum(strain_1**2, axis=(1, 2)))
stiff_law = 8 * np.pi * DMU * A**2 * RADIUS**3 / (R**2 - RADIUS**2)**3
assert abs(stiff / stiff_law - 1) < 1e-5


# Periodic cells: elastic energy evaluated directly on a grid
@lru_cache(maxsize=None)
def reciprocal(edge):
    count = int(round(edge / SPACING))
    k1 = 2 * np.pi * np.fft.fftfreq(count, edge / count)
    k = np.stack(np.meshgrid(k1, k1, k1, indexing='ij'), axis=-1)
    gamma = acoustic(k, ISO)
    gamma[0, 0, 0] = I3
    return k, np.linalg.inv(gamma)


def gaussian(grid_position, edge, width=WIDTH):
    """Periodic Gaussian with unit integral, centred on a grid point."""
    k, _ = reciprocal(edge)
    centre = SPACING * np.array(grid_position)
    wave = np.exp(-np.sum(k**2, axis=-1) * width**2 / 2 - 1j * (k @ centre))
    return np.fft.ifftn(wave).real / SPACING**3


def deviator(t):
    return t - np.trace(t, axis1=-2, axis2=-1)[..., None, None] * I3 / 3


def cell_strain(eigen, edge):
    """Equilibrium strain with zero cell average for a given misfit field."""
    k, inverse = reciprocal(edge)
    trace = np.trace(eigen, axis1=-2, axis2=-1)[..., None, None]
    stress = K * trace * I3 + 2 * MU * deviator(eigen)
    stress = np.fft.fftn(stress, axes=(0, 1, 2))
    load = np.einsum('...ij,...j->...i', stress, k)
    u = -1j * np.einsum('...ij,...j->...i', inverse, load)
    grad = 1j * u[..., :, None] * k[..., None, :]
    return np.fft.ifftn((grad + grad.swapaxes(-1, -2)) / 2,
                        axes=(0, 1, 2)).real


def stored_energy(elastic, extra_mu=0.0):
    trace = np.trace(elastic, axis1=-2, axis2=-1)
    shear = np.sum(deviator(elastic)**2, axis=(-1, -2))
    return SPACING**3 * np.sum(K * trace**2 / 2 + (MU + extra_mu) * shear)


def cell_energies(eigen, edge):
    """Energy at fixed cell and after minimizing over the cell dilatation."""
    elastic = cell_strain(eigen, edge) - eigen
    s = 1e-3
    e0, up, down = (stored_energy(elastic + x * I3) for x in (0, s, -s))
    return np.array([e0, e0 - (up - down)**2 / (8 * (up + down - 2 * e0))])


def defect(position, edge):
    return P / (3 * K) * gaussian(position, edge)[..., None, None] * I3


first = defect((0, 0, 0), L)
single = cell_energies(first, L)
fixed_law = P**2 / (M * L**3)
relaxed_law = P**2 / L**3 * (1 / M - 1 / K)
cell_pairs = {}
for shift in ((12, 0, 0), (16, 0, 0), (12, 12, 12)):
    second = defect(shift, L)
    pair = (cell_energies(first + second, L) - single
            - cell_energies(second, L))
    cell_pairs[shift] = pair
    assert abs(pair[0] / fixed_law - 1) < 2e-3
    assert abs(pair[1] / relaxed_law - 1) < 2e-3
small_L = 15.0
size_change = cell_energies(defect((0, 0, 0), small_L), small_L) - single
inverse_volumes = 1 / small_L**3 - 1 / L**3
assert abs(size_change[0] / (P**2 / (2 * M) * inverse_volumes) - 1) < 2e-3
assert abs(size_change[1] / (P**2 / 2 * (1 / M - 1 / K)
                             * inverse_volumes) - 1) < 2e-3

# Full solution with a slightly stiffer region around the second defect
second = defect((16, 0, 0), L)
bump = gaussian((16, 0, 0), L, 1.2)
extra = 0.006 * bump / bump.max()


def stiffened_energy(eigen):
    strain = cell_strain(eigen, L)
    for _ in range(6):
        correction = (extra / MU)[..., None, None] * deviator(strain - eigen)
        strain = cell_strain(eigen - correction, L)
    return stored_energy(strain - eigen, extra)


full_change = ((stiffened_energy(first + second) - stiffened_energy(second))
               - (cell_energies(first + second, L)[0]
                  - cell_energies(second, L)[0]))
field_1 = deviator(cell_strain(first, L) - first)
first_order_change = SPACING**3 * np.sum(
    extra * np.sum(field_1**2, axis=(-1, -2)))
assert full_change > 0
assert abs(full_change / first_order_change - 1) < 0.02

# Output
to_gpa = constants.e * 1e30 / 1e9
c11, c12, c44 = cubic_constants(H)
print(f"1 eV/Ang^3 in GPa: {to_gpa:.2f}")
print(f"K = {K:.2f}, mu = {MU:.2f}, M = {M:.2f} eV/Ang^3")
print(f"sphere radius = {RADIUS:.2f} Ang, misfit strain = {MISFIT:.2f}")
print(f"sphere volume = {VOLUME:.3f} Ang^3")
print(f"dipole P = {P:.4f} eV, field strength A = {A:.5f} Ang^3")
print(f"separation R = {R:.1f} Ang, cell edge L = {L:.1f} Ang")
print("-- isotropic medium, two dilatational spheres")
print(f"radial strain of sphere 1 at R: {-2 * A / R**3:.4e}")
print(f"transverse strain of sphere 1 at R: {A / R**3:.4e}")
print(f"scale P*A/R^3 at {R:.0f} Ang: {1e3 * scale_far:.4f} meV")
print(f"computed energy at {R:.0f} Ang: {1e3 * iso_far:.1e} meV")
print(f"scale P*A/R^3 at {close_R:.0f} Ang: {1e3 * scale_close:.4f} meV")
print(f"computed energy at {close_R:.0f} Ang: {1e3 * iso_close:.1e} meV")
print(f"-- uniaxial partner, Q = {Q:.1f} eV, isotropic medium")
for degrees, value in uni.items():
    print(f"energy at {degrees} degrees: {1e3 * value:.4f} meV")
print("-- cubic medium, two dilatational spheres")
print(f"C11, C12, C44 = {c11:.2f}, {c12:.2f}, {c44:.2f} eV/Ang^3")
print(f"H = {H:.2f} eV/Ang^3, 2*C44/(C11-C12) = {2 * c44 / (c11 - c12):.3f}")
for name in AXES:
    print(f"{name} finite spheres: {1e3 * cubic_sphere[name]:.4f} meV")
    print(f"{name} point dipoles: {1e3 * cubic_dipole[name]:.4f} meV")
    print(f"{name} first order in H: {1e3 * cubic_first[name]:.4f} meV")
print(f"directional average / [100] value: {abs(average) / largest:.1e}")
print("-- six-force cubic defects, isotropic medium, along [100]")
print(f"force arm = {arm:.2f} Ang")
for d in (10.0, 20.0, 40.0):
    exact, law = cluster_energy(d * AXES['[100]']), cluster_law(AXES['[100]'], d)
    print(f"R = {d:.0f} Ang: exact {1e3 * exact:.4e}, law {1e3 * law:.4e} meV")
print(f"-- stiffer sphere 2, dmu = {DMU:.2f} eV/Ang^3")
print(f"first-order energy at R: {1e6 * stiff:.4f} microeV")
print(f"grid test, full/first-order change: {full_change/first_order_change:.4f}")
print("-- periodic cell, isotropic medium, pair energies")
for shift, pair in cell_pairs.items():
    vector = SPACING * np.array(shift)
    nearest = np.linalg.norm(vector - L * np.round(vector / L))
    print(f"nearest distance {nearest:.2f} Ang: fixed {1e3 * pair[0]:.4f}, "
          f"relaxed {1e3 * pair[1]:.4f} meV")
print(f"formula, fixed cell: {1e3 * fixed_law:.4f} meV")
print(f"formula, relaxed cell: {1e3 * relaxed_law:.4f} meV")
print(f"single-defect shift, fixed cell: {1e3 * fixed_law / 2:.4f} meV")
print(f"single-defect shift, relaxed cell: {1e3 * relaxed_law / 2:.4f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
1 eV/Ang^3 in GPa: 160.22
K = 1.00, mu = 0.60, M = 1.80 eV/Ang^3
sphere radius = 1.50 Ang, misfit strain = 0.10
sphere volume = 14.137 Ang^3
dipole P = 4.2412 eV, field strength A = 0.18750 Ang^3
separation R = 10.0 Ang, cell edge L = 20.0 Ang
-- isotropic medium, two dilatational spheres
radial strain of sphere 1 at R: -3.7500e-04
transverse strain of sphere 1 at R: 1.8750e-04
scale P*A/R^3 at 10 Ang: 0.7952 meV
computed energy at 10 Ang: -4.2e-14 meV
scale P*A/R^3 at 4 Ang: 12.4252 meV
computed energy at 4 Ang: 2.1e-09 meV
-- uniaxial partner, Q = 2.0 eV, isotropic medium
energy at 0 degrees: 0.7500 meV
energy at 35 degrees: 0.3799 meV
energy at 90 degrees: -0.3750 meV
-- cubic medium, two dilatational spheres
C11, C12, C44 = 1.60, 0.70, 0.70 eV/Ang^3
H = -0.50 eV/Ang^3, 2*C44/(C11-C12) = 1.556
[100] finite spheres: -0.5568 meV
[100] point dipoles: -0.5671 meV
[100] first order in H: -0.6627 meV
[110] finite spheres: 0.2222 meV
[110] point dipoles: 0.2601 meV
[110] first order in H: 0.1657 meV
[111] finite spheres: 0.5195 meV
[111] point dipoles: 0.5724 meV
[111] first order in H: 0.4418 meV
directional average / [100] value: 1.4e-05
-- six-force cubic defects, isotropic medium, along [100]
force arm = 1.50 Ang
R = 10 Ang: exact 3.4754e-01, law 2.5049e-01 meV
R = 20 Ang: exact 8.5873e-03, law 7.8279e-03 meV
R = 40 Ang: exact 2.5056e-04, law 2.4462e-04 meV
-- stiffer sphere 2, dmu = 0.10 eV/Ang^3
first-order energy at R: 0.3193 microeV
grid test, full/first-order change: 1.0030
-- periodic cell, isotropic medium, pair energies
nearest distance 7.50 Ang: fixed 1.2493, relaxed -0.9992 meV
nearest distance 10.00 Ang: fixed 1.2491, relaxed -0.9993 meV
nearest distance 12.99 Ang: fixed 1.2491, relaxed -0.9993 meV
formula, fixed cell: 1.2491 meV
formula, relaxed cell: -0.9993 meV
single-defect shift, fixed cell: 0.6246 meV
single-defect shift, relaxed cell: -0.4996 meV
ALL CHECKS PASSED
```
